# Maxwell Garnett Permittivity from the Polarizability of Spherical Inclusions

A porous interlayer dielectric is modelled as a solid host of relative permittivity $\varepsilon_h$ containing spheres of relative permittivity $\varepsilon_i$ and radius $a$. There are $n$ spheres per unit volume, so their volume fraction is $f=4\pi a^3n/3$. The task is to find the relative permittivity $\varepsilon_{\rm eff}$ of the composite from the response of one sphere, and to find out how far the answer can be trusted.

Both materials are linear, isotropic and local, their interfaces are sharp, and the spheres do not overlap. The field is static, or varies so slowly that its wavelength is much longer than the sphere radius and spacing. SI units are used, and angle brackets denote an average over a volume containing many spheres.

## (a) The polarizability of one sphere relative to the host

**Problem.** Define a dipole moment that measures how a sphere differs from the host it replaces. Find this moment when the sphere sits in a uniform local field $E_L$.

**Solution.** Write the displacement everywhere as

$$\mathbf D=\varepsilon_0\varepsilon_h\mathbf E+\mathbf P_{\rm ex},\qquad \mathbf P_{\rm ex}=\varepsilon_0(\varepsilon-\varepsilon_h)\mathbf E ,$$

where $\varepsilon$ is the permittivity at the point considered. This is an identity. The excess polarization $\mathbf P_{\rm ex}$ vanishes in the host and differs from zero inside the spheres. Without free charge, $\nabla\cdot\mathbf D=0$ gives

$$\varepsilon_0\varepsilon_h\nabla\cdot\mathbf E=-\nabla\cdot\mathbf P_{\rm ex}.$$

This is the vacuum equation for a polarized body with $\varepsilon_0$ replaced by $\varepsilon_0\varepsilon_h$. The host has been absorbed into the constant, and the composite has become a set of excess dipoles in a uniform background.

For one sphere, put the origin at its centre and the $z$ axis along the field. The potentials that are finite at the centre and tend to the applied field far away are

$$\phi_{\rm in}=-E_{\rm in}r\cos\theta,\qquad \phi_{\rm out}=-E_Lr\cos\theta+\frac{B\cos\theta}{r^2}.$$

At $r=a$ the potential and the normal displacement are continuous:

$$E_{\rm in}=E_L-\frac{B}{a^3},\qquad \varepsilon_iE_{\rm in}=\varepsilon_h\left(E_L+\frac{2B}{a^3}\right).$$

The first equation gives $B/a^3=E_L-E_{\rm in}$. Inserted in the second, it gives $\varepsilon_iE_{\rm in}=\varepsilon_h(3E_L-2E_{\rm in})$, so

$$E_{\rm in}=\frac{3\varepsilon_h}{\varepsilon_i+2\varepsilon_h}E_L,\qquad \frac{B}{a^3}=\beta E_L,\qquad \beta=\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_i+2\varepsilon_h}.$$

A dipole $p$ in the background has the potential $p\cos\theta/(4\pi\varepsilon_0\varepsilon_hr^2)$. Comparison with the $B$ term gives $p=4\pi\varepsilon_0\varepsilon_hB=\alpha E_L$, with

$$\alpha=4\pi\varepsilon_0\varepsilon_ha^3\beta .$$

Integrating the excess polarization over the sphere gives the same moment:

$$\varepsilon_0(\varepsilon_i-\varepsilon_h)\frac{4\pi a^3}{3}\,\frac{3\varepsilon_h}{\varepsilon_i+2\varepsilon_h}E_L=4\pi\varepsilon_0\varepsilon_ha^3\beta E_L .$$

For an empty pore in a solid, $\beta<0$. The excess dipole points against the field because the pore lacks the polarization that the host would have had there. For positive permittivities $\beta$ lies between $-1/2$, approached when $\varepsilon_i\ll\varepsilon_h$, and $1$, approached when $\varepsilon_i\gg\varepsilon_h$.

## (b) From dipoles to an average displacement

**Problem.** Relate $\varepsilon_{\rm eff}$ to the excess dipole moment per unit volume.

**Solution.** Let $P=\langle P_{\rm ex}\rangle$, taken along the mean field. Since each sphere carries the moment $p$, $P=np=n\alpha E_L$. Averaging the identity of part (a) gives

$$\langle D\rangle=\varepsilon_0\varepsilon_h\langle E\rangle+P .$$

The effective permittivity is defined by $\langle D\rangle=\varepsilon_0\varepsilon_{\rm eff}\langle E\rangle$, hence

$$P=\varepsilon_0(\varepsilon_{\rm eff}-\varepsilon_h)\langle E\rangle .$$

The average $\langle E\rangle$ includes the interiors of the spheres. What remains is to connect it with $E_L$, the field that acts on a sphere from everything except that sphere's own excess dipole.

## (c) The local field

**Problem.** Find $E_L$ in terms of $\langle E\rangle$ and $P$, and state what the arrangement of spheres must satisfy.

**Solution.** Around the centre of a chosen inclusion draw a large sphere of radius $R$, much wider than the spacing but small compared with the sample. Dipoles beyond $R$ are far enough away to be replaced by a smooth polarization $P$. Their field at the centre, together with that of the external sources, equals the mean field minus the field that a uniformly polarized sphere of radius $R$ would produce.

To find the latter, take $\phi=Cr\cos\theta$ inside and $\phi=CR^3\cos\theta/r^2$ outside, which match at $R$. The radial displacement must also match:

$$-\varepsilon_0\varepsilon_hC+P=2\varepsilon_0\varepsilon_hC\quad\Rightarrow\quad C=\frac{P}{3\varepsilon_0\varepsilon_h}.$$

The field inside is $-C$, so removing it adds $+P/(3\varepsilon_0\varepsilon_h)$.

The individual dipoles inside $R$ must now be put back. A neighbour at $(x,y,z)$ with moment $p$ along $z$ contributes

$$E_z=\frac{p}{4\pi\varepsilon_0\varepsilon_h}\,\frac{3z^2-r^2}{r^5}.$$

On a cubic lattice $x$, $y$ and $z$ are equivalent, so at each distance the sum of $z^2$ is one third of the sum of $r^2$, and the contributions cancel. The transverse components cancel by reflection. In a statistically isotropic arrangement the same cancellation follows from averaging over directions, if every neighbour is given the mean moment. In both cases

$$E_L=\langle E\rangle+\frac{P}{3\varepsilon_0\varepsilon_h}.$$

Two things have been left out. Neighbouring spheres also carry higher multipoles, whose fields are ignored. In a disordered arrangement, moments and local fields also fluctuate from sphere to sphere. On a cubic lattice all sites are equivalent and the second omission is absent. The variation of the neighbours' field across a sphere does not alter its dipole: a sphere responds to each angular order separately, and the dipole order is set by the field at the centre.

The symmetry condition matters. Write the local field as $\langle E\rangle+LP/(\varepsilon_0\varepsilon_h)$. A lattice sum gives $L=0.3333$ for the simple cubic lattice, but $L=-0.075$ along the long axis of a simple tetragonal lattice whose long spacing is 1.5 times the short one. There even the sign of the correction changes.

## (d) The Clausius-Mossotti relation and the effective permittivity

**Problem.** Eliminate the fields, solve for $\varepsilon_{\rm eff}$, and examine the limits.

**Solution.** Insert $P$ from part (b) into the local field:

$$E_L=\langle E\rangle\left(1+\frac{\varepsilon_{\rm eff}-\varepsilon_h}{3\varepsilon_h}\right)=\frac{\varepsilon_{\rm eff}+2\varepsilon_h}{3\varepsilon_h}\langle E\rangle .$$

Now equate the two expressions for $P$, namely $n\alpha E_L$ and $\varepsilon_0(\varepsilon_{\rm eff}-\varepsilon_h)\langle E\rangle$, and divide by $\langle E\rangle$:

$$n\alpha\,\frac{\varepsilon_{\rm eff}+2\varepsilon_h}{3\varepsilon_h}=\varepsilon_0(\varepsilon_{\rm eff}-\varepsilon_h)
\quad\Rightarrow\quad
\frac{\varepsilon_{\rm eff}-\varepsilon_h}{\varepsilon_{\rm eff}+2\varepsilon_h}=\frac{n\alpha}{3\varepsilon_0\varepsilon_h}.$$

This is the Clausius-Mossotti relation with the host in the place of vacuum. With $\alpha$ from part (a), the right side is $(4\pi a^3n/3)\beta=f\beta$. Multiplying out,

$$\varepsilon_{\rm eff}-\varepsilon_h=f\beta\,\varepsilon_{\rm eff}+2f\beta\,\varepsilon_h ,$$

and collecting $\varepsilon_{\rm eff}$ gives the Maxwell Garnett formula

$$\boxed{\varepsilon_{\rm eff}=\varepsilon_h\,\frac{1+2f\beta}{1-f\beta}}$$

The radius has cancelled. If spheres of several sizes all feel the same $E_L$, their values of $n\alpha$ add, and the total volume fraction takes the place of $f$.

For small $f$, expansion gives $\varepsilon_{\rm eff}\simeq\varepsilon_h(1+3f\beta)$, the response of independent spheres. At $f=1$, the relations $1+2\beta=3\varepsilon_i/(\varepsilon_i+2\varepsilon_h)$ and $1-\beta=3\varepsilon_h/(\varepsilon_i+2\varepsilon_h)$ give $\varepsilon_{\rm eff}=\varepsilon_i$. This end point is formal for equal spheres, which touch before they fill space. For pores in a host of very high permittivity, $\beta\to-1/2$ and $\varepsilon_{\rm eff}\to\varepsilon_h(1-f)/(1+f/2)$.

## (e) Fields in the two materials

**Problem.** Find the mean field in the spheres and in the host within the same approximation.

**Solution.** Since $P/(3\varepsilon_0\varepsilon_h)=f\beta E_L$, the local-field equation becomes $\langle E\rangle=(1-f\beta)E_L$. Part (a) gives $E_{\rm in}=(1-\beta)E_L$, because $1-\beta=3\varepsilon_h/(\varepsilon_i+2\varepsilon_h)$. Therefore

$$E_L=\frac{\langle E\rangle}{1-f\beta},\qquad E_{\rm in}=\frac{1-\beta}{1-f\beta}\langle E\rangle .$$

The mean host field $E_h$ follows from $\langle E\rangle=fE_{\rm in}+(1-f)E_h$:

$$(1-f)E_h=\left[(1-f\beta)-f(1-\beta)\right]E_L=(1-f)E_L .$$

Thus $E_h=E_L$: in this approximation each sphere responds as if it stood alone in the mean field of the host.

## (f) A porous film with 30% porosity

**Problem.** Take $\varepsilon_h=4$, empty pores with $\varepsilon_i=1$, $a=1$ nm, $f=0.30$ and $\langle E\rangle=10$ MV/m. Find the dipoles, the fields and $\varepsilon_{\rm eff}$. Which porosity would give $\varepsilon_{\rm eff}=2.5$?

**Solution.** These are round model parameters. Using a bulk permittivity and a sharp surface for a pore this small is part of the model. The contrast is

$$\beta=\frac{1-4}{1+8}=-0.3333,\qquad f\beta=-0.1000 .$$

The polarizability is $\alpha=-1.484\times10^{-37}$ C m²/V and the pore density is $n=7.162\times10^{25}$ m⁻³. The fields are

$$E_L=\frac{10}{1.1}=9.09\ \text{MV/m},\qquad E_{\rm in}=1.3333\times9.09=12.12\ \text{MV/m}.$$

The excess polarization is $P=n\alpha E_L=-9.66\times10^{-5}$ C/m², and

$$\varepsilon_{\rm eff}=4\times\frac{1-0.2}{1+0.1}=2.909 .$$

The pore field explains where this value lies. Averaging $P_{\rm ex}$ over the spheres gives, without approximation,

$$\varepsilon_{\rm eff}=\varepsilon_h+f(\varepsilon_i-\varepsilon_h)\frac{\langle E\rangle_{\rm in}}{\langle E\rangle},$$

where $\langle E\rangle_{\rm in}$ is the mean field inside the spheres. If this equalled the overall mean field, the result would be the volume average, 3.10. If it were $4/3$ of the mean field, as for an isolated pore, the result would be the first-order value, 2.80. The local-field correction makes the ratio 1.212, and $4-0.9\times1.212=2.909$. Pores lower the permittivity by more than their volume share because the field is stronger inside them.

The target needs a high porosity, and the answer presumes pores that stay separate and enclosed by host. Randomly placed pores in a real film tend to connect at such porosities, and the formula then loses its basis. Within the model, the Clausius-Mossotti form is solved for $f$:

$$f=\frac{1}{\beta}\,\frac{\varepsilon_{\rm eff}-\varepsilon_h}{\varepsilon_{\rm eff}+2\varepsilon_h}=\frac{-1.5/10.5}{-1/3}=0.429 .$$

## (g) A structure without the dipole approximation

**Problem.** Coat a sphere of radius $a$ with host material out to radius $b$, where $a^3/b^3=f$. Which surrounding medium $\varepsilon_m$ leaves a uniform outer field $E_0$ undisturbed?

**Solution.** In the shell the potential is $-E_s(r-\beta a^3/r^2)\cos\theta$, by part (a). Outside it must be $-E_0r\cos\theta$. Matching the potential and the normal displacement at $b$ gives

$$E_s(1-f\beta)=E_0,\qquad \varepsilon_hE_s(1+2f\beta)=\varepsilon_mE_0 .$$

Division gives $\varepsilon_m=\varepsilon_h(1+2f\beta)/(1-f\beta)$, the Maxwell Garnett value. One can therefore replace pieces of this medium by coated spheres of many sizes, all with the same $f$, without disturbing the field elsewhere. In the limit where they fill all space, the composite has the Maxwell Garnett permittivity at any $f<1$. Each inclusion then keeps its own layer of host, which is the geometry that the formula describes.

A numerical integration through the layers confirms the neutrality for the film of part (f). In a medium with the first-order value 2.80 instead, a dipole term remains, equal to 0.013 of the applied term at $r=b$.

## (h) Equal spheres on a lattice, and exchanged materials

**Problem.** Judge the formula for equal spheres on a simple cubic lattice. Does it matter which material is called the host?

**Solution.** On this lattice the neglected higher multipoles are the one approximation left, as part (c) showed. A finite-volume solution of the field equations contains them, up to grid error. Extrapolated to zero grid spacing, it gives the following values; deviations are relative to the formula.

| $f$ | $\varepsilon_i,\ \varepsilon_h$ | Full field | Formula | Deviation |
|---|---|---|---|---|
| 0.10 | 1, 4 | 3.613 | 3.613 | −0.01% |
| 0.30 | 1, 4 | 2.905 | 2.909 | −0.14% |
| 0.429 | 1, 4 | 2.483 | 2.500 | −0.67% |
| 0.50 | 1, 4 | 2.254 | 2.286 | −1.40% |
| 0.30 | 4, 1 | 1.534 | 1.529 | +0.30% |

For the pores, extrapolation from the finer grid shifts the values by 0.1 to 0.2%, so the first two deviations are not resolved. Those at 0.429 and 0.50 are, and so is the last row, where the shift is about 0.01%. The second decimal of each deviation is uncertain by one or two units. The pores touch when $a$ is half the lattice spacing, at $f=\pi/6\approx0.52$, and the error grows on the way there. The lattice designed for 2.5 in part (f) comes out near 2.48, so slightly less porosity would suffice. These figures hold for this lattice and this contrast; they do not measure the error for random or connected pores.

The host matters. Keep 30% empty space, but let the solid form the spheres and the empty space the host. Then $\beta=(4-1)/(4+2)=0.5$, the sphere fraction is 0.70, and

$$\varepsilon_{\rm eff}=\frac{1+0.70}{1-0.35}=2.615,$$

against 2.909 for pores in a solid. Equal spheres on a simple cubic lattice cannot reach a fraction of 0.70, but the coated spheres of part (g) can. The composition is the same and the connectivity differs: in one case the solid is continuous, in the other it is cut into islands by empty layers. The formula therefore needs to be told which phase surrounds the other. If neither does, its basic picture of separate spheres in a host no longer applies. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
host permittivity = 4.00, pore permittivity = 1.00
porosity f = 0.30, pore radius = 1.00 nm
mean field = 10.00 MV/m
beta, formula = -0.333333
beta, radial integration = -0.333333
pore field / local field, radial integration = 1.333333
Lorentz factor, simple cubic = 0.333333
Lorentz factor, tetragonal c/a=1.5, along c = -0.075179
polarizability alpha = -1.4835e-37 C m^2/V
pore density n = 7.1620e+25 m^-3
n alpha/(3 eps0 eps_h) = -0.100000
excess polarization P = -9.6591e-05 C/m^2
excess dipole per pore = -1.3487e-30 C m
local field = 9.0909 MV/m
pore field = 12.1212 MV/m
mean host field = 9.0909 MV/m
eps_eff from dipole equations = 2.90909
eps_eff Maxwell Garnett = 2.90909
eps_eff, first order in f = 2.80000
eps_eff, volume average = 3.10000
coated sphere disturbance below 1e-7: True
same, in first-order medium = 0.01282
porosity for eps_eff 2.50 = 0.42857
full field: f, eps_i, eps_h, grid 20, grid 40, extrapolated, Maxwell Garnett, deviation of full field in %
  0.1000 1.0 4.0 3.6072 3.6100 3.6127 3.6129 -0.01
  0.3000 1.0 4.0 2.8960 2.9005 2.9050 2.9091 -0.14
  0.4286 1.0 4.0 2.4736 2.4785 2.4833 2.5000 -0.67
  0.5000 1.0 4.0 2.2441 2.2489 2.2536 2.2857 -1.40
  0.3000 4.0 1.0 1.5342 1.5341 1.5339 1.5294 +0.30
pore field / mean field, full field = 1.2166
pore field / mean field, dipole theory = 1.2121
solid spheres in empty host, same porosity = 2.61538
```
